# Fourth-power friction on a short-range scatterer in doped graphene

## Result

A scatterer moves slowly in the plane of doped graphene at zero temperature. If it is scalar and weak, keeps electrons in their valley and has a range short against the Fermi wavelength, the electrons exert on it the force $\mathbf F=-\gamma\mathbf v$ with

$$\gamma=\frac{g\,u^2k_F^4}{16\pi v_F^2}=\frac{u^2k_F^4}{4\pi v_F^2}\qquad(g=4).$$

Units with $\hbar=1$ are used in the algebra. Here $k_F$ is the Fermi wavevector, $v_F$ the Dirac velocity, $g$ the number of spin and valley flavours, and $u=\int V\,d^2r$ the integrated strength of the potential $V$ that the electrons feel. "Scalar" means that $V$ multiplies the identity in sublattice space. This requires a range $b$ long on the lattice scale, while "short-range" requires $k_Fb\ll1$. The height of the scatterer is fixed, its path is prescribed, and the electrons are independent.

## First derivation: absorbed power

**States and matrix element.** In one flavour the electrons obey $H=v_F\,\boldsymbol\sigma\cdot\mathbf k$. The conduction states have energy $E_k=v_Fk$ and spinor $(1,e^{i\varphi})/\sqrt2$, where $\varphi$ is the direction of $\mathbf k$. For two directions that differ by $\theta$, the squared overlap is $|1+e^{i\theta}|^2/4=(1+\cos\theta)/2$. It vanishes for backscattering. With sheet area $A$ and a constant Fourier component $u$,

$$|M|^2=\frac{u^2}{A^2}\,\frac{1+\cos\theta}{2}.$$

**Energy balance.** The component of $V(\mathbf r-\mathbf vt)$ that transfers momentum $\mathbf q=\mathbf k'-\mathbf k$ varies as $e^{i\mathbf q\cdot(\mathbf r-\mathbf vt)}$, so it supplies the energy $\mathbf q\cdot\mathbf v$. A transition from valence to conduction band would cost $v_F(k+k')\ge v_Fq$, whereas $\mathbf q\cdot\mathbf v\le vq$. For $v<v_F$ such transitions are therefore forbidden, and only electrons that stay in the conduction band absorb energy. For electron doping, the golden rule gives the power

$$P=2\pi g\sum_{\mathbf k\mathbf k'}(\mathbf q\cdot\mathbf v)|M|^2f_k(1-f_{k'})\,\delta(E_{k'}-E_k-\mathbf q\cdot\mathbf v),$$

where $f$ is the occupation. Hole doping gives the same result by the symmetry of the Dirac bands.

**Linear response.** Exchange the names $\mathbf k$ and $\mathbf k'$. Then $\mathbf q$ changes sign, $|M|^2$ and the delta function do not, and the prefactor $\mathbf q\cdot\mathbf v$ does. Half the sum of the two forms contains $f_k(1-f_{k'})-f_{k'}(1-f_k)=f_k-f_{k'}$:

$$P=\pi g\sum_{\mathbf k\mathbf k'}(\mathbf q\cdot\mathbf v)|M|^2(f_k-f_{k'})\,\delta(E_{k'}-E_k-\mathbf q\cdot\mathbf v).$$

At zero temperature $f_k-f_{k'}$ is a difference of two steps displaced by $\mathbf q\cdot\mathbf v$. To lowest order it is $(\mathbf q\cdot\mathbf v)\,\delta(E_k-E_F)$. The power is then already quadratic in $v$, so the remaining delta function may be taken at $v=0$. Since $P=\gamma v^2$, motion along $x$ gives

$$\gamma=\pi g\sum_{\mathbf k\mathbf k'}q_x^2|M|^2\,\delta(E_k-E_F)\,\delta(E_{k'}-E_F).$$

**Evaluation.** The density of states per flavour and area is

$$\nu=\int\frac{k\,dk}{2\pi}\,\delta(v_Fk-E_F)=\frac{k_F}{2\pi v_F}.$$

On the Fermi circle $q^2=2k_F^2(1-\cos\theta)$. Turning both wavevectors together averages $q_x^2$ to $q^2/2=k_F^2(1-\cos\theta)$. The areas cancel, and

$$\gamma=\pi g u^2\nu^2k_F^2\left\langle(1-\cos\theta)\frac{1+\cos\theta}{2}\right\rangle
=\pi g u^2\,\frac{k_F^2}{4\pi^2v_F^2}\,\frac{k_F^2}{4},$$

because the average is $\langle\sin^2\theta\rangle/2=1/4$. This is the stated result. Two powers of $k_F$ come from the densities of initial and final states, and two from the squared momentum transfer.

**Finite speed.** The same golden rule can be evaluated without expanding in $\beta=v/v_F<1$. The force is $P/v$, so $q_x$ replaces $\mathbf q\cdot\mathbf v$ in the first expression for $P$. The part with $f_kf_{k'}$ is odd under exchange and vanishes, which leaves $f_k$ alone. Write $c=\cos\varphi$, $D=1-\beta c$, and primes for the final state. Energy conservation reads $k'D'=kD$, and the integral over $k'$ gives $k'/(v_FD')$. The integral $\int_0^{k_F}k^3dk=k_F^4/4$ then separates:

$$F=\frac{g u^2k_F^4}{32\pi^3v_F}\iint d\varphi\,d\varphi'\left[\frac{D^2c'}{D'^3}-\frac{cD}{D'^2}\right]\frac{1+\cos(\varphi'-\varphi)}{2}.$$

In this second-order theory the fourth power therefore holds at every fixed $\beta<1$. In $\cos(\varphi'-\varphi)=cc'+\sin\varphi\sin\varphi'$ the sine term integrates to zero. With $s=1-\beta^2$, the integrals over one angle are

$$\int D^2=\pi(2+\beta^2),\quad\int cD^2=-2\pi\beta,\quad\int cD=-\pi\beta,\quad\int c^2D=\pi,$$

$$\int\frac1{D^2}=\frac{2\pi}{s^{3/2}},\quad\int\frac c{D^2}=\frac{2\pi\beta}{s^{3/2}},\quad\int\frac c{D^3}=\frac{3\pi\beta}{s^{5/2}},\quad\int\frac{c^2}{D^3}=\frac{\pi(1+2\beta^2)}{s^{5/2}}.$$

The second line follows by differentiating $\int d\varphi/(a-\beta c)=2\pi/\sqrt{a^2-\beta^2}$ with respect to $a$, setting $a=1$, and using $c=(1-D)/\beta$. The second term in the bracket gives $\frac12(-2\pi^2\beta+2\pi^2\beta)s^{-3/2}=0$. The first gives $\frac12\pi^2\beta\,[3(2+\beta^2)-2(1+2\beta^2)]s^{-5/2}$, so that

$$F=\frac{g u^2k_F^4}{64\pi v_F}\,\frac{\beta(4-\beta^2)}{(1-\beta^2)^{5/2}}
=\gamma v\left(1+\tfrac94\beta^2+\dots\right).$$

At $\beta=0.3$ direct integration of the power, with the occupation factors kept, gives 1.237 times the linear law, in agreement with this formula.

## Second derivation: an electron wind

**Friction from a cross-section.** Now follow the scatterer. In its frame the potential is static and the Hamiltonian is $H'=H-\mathbf v\cdot\mathbf p+V$. A free state has the conserved energy $\varepsilon=E-\mathbf v\cdot\mathbf k$. The electrons were filled up to $E=E_F$ in the frame of the sheet, so to first order in $v$

$$f=\Theta(E_F-\varepsilon-\mathbf v\cdot\mathbf k)\approx\Theta(E_F-\varepsilon)-(\mathbf v\cdot\mathbf k)\,\delta(E_F-\varepsilon).$$

The first part depends on energy alone and corresponds to a density matrix $\Theta(E_F-H')$. It exerts no mean force: the force operator is proportional to the commutator $[\mathbf p,H']$, and the trace of a function of $H'$ with such a commutator is zero. The second part is an excess of electrons moving against $\mathbf v$, a wind. It is already of first order, so its scattering may be computed at $v=0$.

An electron brings the flux $v_F/A$. On average it gives the scatterer the momentum $\mathbf k(1-\cos\theta)$, since deflections to the two sides are equally likely for a circular potential. With the transport cross-section $\sigma_{tr}=\int(1-\cos\theta)\,d\sigma$, a length in two dimensions,

$$F_x=-g v\int\frac{d^2k}{(2\pi)^2}\,k_x^2\,\delta(E_F-E_k)\,v_F\sigma_{tr}
=-g\nu\frac{k_F^2}{2}v_F\sigma_{tr}\,v .$$

The carrier density is $n=gk_F^2/4\pi$, hence

$$\gamma=\frac{gk_F^3}{4\pi}\sigma_{tr}=nk_F\sigma_{tr}.$$

**Cross-section from phase shifts.** For a circular potential the states have the form $(f_me^{im\varphi},\,ih_me^{i(m+1)\varphi})$ with

$$f_m'=\frac mr f_m-\kappa h_m,\qquad h_m'=-\frac{m+1}{r}h_m+\kappa f_m,\qquad \kappa=k-\frac{V(r)}{v_F}.$$

For $V=0$ the regular solution is $(J_m,J_{m+1})$. Outside the potential each Bessel function $J$ becomes $\cos\delta_m\,J-\sin\delta_m\,Y$. Multiplied by $e^{i\delta_m}$, this equals $J+i\sin\delta_m\,e^{i\delta_m}(J+iY)$, the incident part plus an outgoing wave. Adding the channels with the weights $i^m$ of a plane wave, and using the large-distance form of $J+iY$, gives

$$\frac{d\sigma}{d\theta}=\frac{2}{\pi k}\Big|\sum_m\sin\delta_m\,e^{i\delta_m}e^{im\theta}\Big|^2 .$$

The factor $1-\cos\theta$ couples neighbouring channels:

$$\sigma_{tr}=\frac4k\sum_m\left[\sin^2\delta_m-\sin\delta_m\sin\delta_{m+1}\cos(\delta_m-\delta_{m+1})\right]=\frac2k\sum_m\sin^2(\delta_m-\delta_{m+1}).$$

The last step shares each $\sin^2\delta_m$ between its two neighbours and uses $\sin^2(a-b)=\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)$.

**Weak, short-range potential.** Let $W=r(f_mJ_{m+1}-h_mJ_m)$, with Bessel functions of $kr$. Differentiation with the radial equations cancels all terms without $V$ and leaves

$$W'=\frac{rV}{v_F}(f_mJ_m+h_mJ_{m+1}).$$

Outside, the identity $J_{m+1}Y_m-J_mY_{m+1}=2/(\pi kr)$ gives $W=-2\sin\delta_m/(\pi k)$. Replacing $f_m,h_m$ by their free forms inside the integral gives, to first order,

$$\delta_m=-\frac{\pi k}{2v_F}\int_0^\infty V\,(J_m^2+J_{m+1}^2)\,r\,dr .$$

For $kb\ll1$ just the channels containing $J_0$ survive, namely $m=0$ and $m=-1$. There $J_0\approx1$ and $\int Vr\,dr=u/2\pi$, so

$$\delta_0=\delta_{-1}=-\frac{uk}{4v_F}.$$

The difference between these two channels is zero. Each differs from its outer neighbour by $\delta_0$, so two terms remain:

$$\sigma_{tr}=\frac{4\delta_0^2}{k_F}=\frac{u^2k_F}{4v_F^2},\qquad
\gamma=\frac{gk_F^3}{4\pi}\,\frac{u^2k_F}{4v_F^2}=\frac{g u^2k_F^4}{16\pi v_F^2}.$$

Here the density supplies two powers, the momentum of each carrier one, and the cross-section one.

## What each derivation assumes

The first route assumes weak scattering from the outset, but needs neither low speed nor a circular potential. The second assumes low speed from the outset and a circular potential, but its formula $\gamma=nk_F\sigma_{tr}$ holds for any strength. Each can therefore measure the error of the other.

Both take independent electrons with straight Dirac bands and no other scatterers. Both exclude large momentum transfers, vertical motion and thermal excitation. Recoil, lattice vibrations, charge exchange and direct collisions with carbon atoms are also absent.

## A numerical case

Take $\hbar v_F=6$ eV Å and $E_F=0.2$ eV, rough values for gated graphene. The scatterer is a model Gaussian, $V=u\,e^{-r^2/2b^2}/(2\pi b^2)$, with $u=10$ eV Å$^2$ and $b=3$ Å. Its peak is 0.18 eV. The Fermi wavevector is $0.2/6=0.0333$ Å$^{-1}$, so $k_Fb=0.1$. The density is $k_F^2/\pi=3.54\times10^{-4}$ Å$^{-2}$, or $3.5\times10^{12}$ cm$^{-2}$. With $\hbar$ restored,

$$\frac{\gamma}{\hbar}=\frac{u^2k_F^4}{4\pi(\hbar v_F)^2}=\frac{100\times(0.03333)^4}{4\pi\times36}=2.73\times10^{-7}\ \text{Å}^{-2},$$

and therefore $\gamma=1.8\times10^{-7}$ eV fs/Å$^2$, or $2.9\times10^{-21}$ kg/s.

At 0.1 Å/fs the drag is $1.8\times10^{-8}$ eV/Å. An ion of mass 40 u has 21 eV at that speed, and this friction alone would damp its velocity in $M/\gamma=2.3\times10^{-5}$ s. The corresponding stopping distance is $vM/\gamma=0.23$ m, so in this model the ion loses almost no speed to this channel while it crosses a sheet of micrometre size.

**Corrections within the model.** A finite range multiplies $|M|^2$ by $e^{-q^2b^2}$. Expanding the exponential in the angular average gives the factor $1-2k_F^2b^2$, here 0.98. Phase shifts from the full radial equations give a further factor of 0.96 for this repulsive potential, and 1.05 when the sign of $u$ is reversed. The speed is $\beta=0.011$, which changes the drag by $3\times10^{-4}$ relative to the linear law.

The local exponent $d\ln\gamma/d\ln k_F$ from these phase shifts is 3.93 at the chosen doping and 3.99 at one tenth of the wavevector, with $u$ and $b$ fixed. Of the shortfall of 0.07 at the higher doping, the range factor explains $4k_F^2b^2=0.04$; the rest comes from higher orders in $u$. The fourth power is thus a limiting law, approached as $k_F$ falls.

## Where the power law changes

**Atomically sharp scatterers.** A range of about one bond length or less allows strong transfers between valleys and by reciprocal lattice vectors. Then $q^2$ is set by the lattice instead of by $k_F$. For a weak scatterer at low speed the two densities of states alone give $\gamma\propto k_F^2$. A honeycomb-lattice calculation with point-like orbitals, averaged over scatterer positions with $u$ fixed, shows the size of this effect. For $b=0.5$ Å the large transfers produce $1.2\times10^4$ times the friction of the small ones, and their part grows as $E_F^{2.00}$ between 0.1 and 0.2 eV. The spread of the carbon 2p orbitals, left out here, would lower this ratio to about $4\times10^3$.

These values are of second order in $u$ and hold for low speed. With $u=10$ eV Å$^2$ and $b=0.5$ Å the potential peaks at 6.4 eV, which is not weak. At $E_F=0.2$ eV higher orders multiply the friction by about 0.8 for a repulsive potential and 1.8 for an attractive one, and the mean exponent between 0.1 and 0.2 eV moves to about 1.8 and 2.3. Speed matters too: at 0.1 Å/fs a large transfer carries an energy comparable with $E_F$, and the second-order drag is about 10% below the linear law.

For $b=3$ Å the ratio of large-transfer to small-transfer friction is only $7\times10^{-8}$. At that range the small-transfer part exceeds its Dirac value by 0.5%, almost entirely because the lattice bands depart from the Dirac form at this energy.

**Vertical motion.** Let the height oscillate as $\zeta\cos\omega t$, with $\omega\ll E_F$ and $\zeta$ small enough for $u$ to vary linearly. The strength then oscillates with amplitude $\zeta u'$, where $u'=du/dz$. The golden rule with half this amplitude gives

$$P=2\pi g\,\omega\,\frac{\zeta^2u'^2}{4}\left\langle\frac{1+\cos\theta}{2}\right\rangle\nu^2\omega=\frac{\pi g}{4}\,\zeta^2u'^2\nu^2\omega^2 .$$

Division by the mean squared velocity $\zeta^2\omega^2/2$ yields

$$\gamma_{zz}=\frac{\pi g}{2}u'^2\nu^2=\frac{g u'^2k_F^2}{8\pi v_F^2}.$$

No momentum transfer enters, so two powers of $k_F$ are missing. If $u$ decays over 1 Å, a model choice, $\gamma_{zz}/\gamma=2/(k_F\times1\ \text{Å})^2=1800$.

**Screening.** If $u$ is the bare strength, the sheet reduces it by $\epsilon(q)=1+2\pi e^2\Pi(q)/(\kappa_sq)$, where $e^2$ is in Gaussian units, $\kappa_s$ is the mean dielectric constant of the two sides of the sheet and $\Pi$ the static response. For $q\le2k_F$ this response is constant, $\Pi=gk_F/(2\pi v_F)$. Its defining integral, evaluated at $q/k_F=0.4$, 1.0 and 1.8, agrees with this value to one part in a thousand. Hence

$$\epsilon(q)=1+g\alpha\frac{k_F}{q},\qquad\alpha=\frac{e^2}{\kappa_sv_F}.$$

Since $q/k_F$ depends on angle alone, the fourth power survives and the prefactor falls. For $\kappa_s=2.5$, a rough value for a sheet with an oxide below and vacuum above, $\alpha=0.96$ and the factor is 0.07. Vertical motion gives more weight to small $q$, where screening is stronger. Its friction falls by a factor of 0.04, and the ratio $\gamma_{zz}/\gamma$ drops from 1800 to about 1000.

**Temperature.** At thermal energy $T$ the difference of occupations becomes $-(\mathbf q\cdot\mathbf v)\,\partial f/\partial E$, and $E_F^4$ is replaced by

$$\int\left(-\frac{\partial f}{\partial E}\right)E^4dE=\mu^4+2\pi^2\mu^2T^2+\frac{7\pi^4}{15}T^4 .$$

At 300 K and fixed density the chemical potential $\mu$ falls to 0.194 eV, and the friction rises by 22% if $u$ is fixed. If $u$ is a bare strength screened as above, the rise is about 48%, because electrons of higher energy transfer larger momenta, which are screened less.

**Beside a real sheet.** The density chosen is of the order reached by gating, and the Dirac velocity, 9.1 Å/fs, is close to the usual rough value of 10 Å/fs. The strength and range of the scatterer are not those of a named atom. A real foreign atom may well break the assumption of a smooth potential, and the sharp example shows that this can raise the friction by more than three orders of magnitude at equal $u$. For a smooth scatterer whose $u$ is the bare strength, screening by the sheet lowers the friction by a factor of about 14; this factor does not apply to the large transfers of a sharp one. The numbers above therefore describe a smooth scatterer and are no estimate for an implanted ion. The main values are in the numerical output below.

## Calculated quantities

```
hbar vF (input): 6 eV A
Fermi energy (input): 0.2 eV
strength u (input): 10 eV A^2
range b (input): 3 A
bond length (input): 1.42 A
ion speed (input): 0.1 A/fs
ion mass (input): 40 u
peak potential: 0.1768 eV
Fermi wavevector kF: 0.03333 1/A
carrier density: 0.0003537 1/A^2
carrier density, converted: 3.537e+12 1/cm^2
kF b: 0.1
density of states per flavour: 0.0008842 1/(eV A^2)
friction / hbar: 2.729e-07 1/A^2
friction gamma: 1.796e-07 eV fs/A^2
friction gamma, converted: 2.878e-21 kg/s
Dirac velocity: 9.116 A/fs
beta = ion speed / Dirac velocity: 0.01097
ion kinetic energy: 20.73 eV
drag force: 1.796e-08 eV/A
velocity damping time M/gamma: 2.308e-05 s
phase shift m=0, all orders: -0.01353 rad
phase shift m=0, weak short-range formula: -0.01389 rad
transport cross-section, all orders: 0.02176 A
transport cross-section, formula: 0.02315 A
weak-limit friction / formula at kF/10: 0.99972
exponent of kF, all orders, at kF/10: 3.9929
exponent of kF, all orders, at kF: 3.9335
factor from finite range: 0.9802
factor from higher orders, u > 0: 0.9590
factor from higher orders, u < 0: 1.0482
factor from ion speed, minus 1: 0.0002708
drag / linear law at beta = 0.3: 1.2374
hopping of the lattice model: 2.817 eV
lattice / Dirac friction, small q: 1.00475
relative shift on doubling contour mesh: 1.8e-12
valley wavevector K: 1.703 1/A
large-q / small-q friction at b: 6.77e-08
sharp scatterer range: 0.5 A
large-q / small-q friction, sharp: 1.178e+04
exponent of EF, large-q part, sharp: 2.0034
decay length of u with height (input): 1 A
vertical / in-plane friction: 1800
dielectric constant around sheet (input): 2.5
Coulomb coupling alpha: 0.96
static response / plateau at q = kF: 1
static response / plateau at q = 3 kF: 1.258
factor if u is bare and screened: 0.06949
temperature of use (input): 300 K
thermal energy: 0.02585 eV
chemical potential at that temperature: 0.1944 eV
factor from temperature, fixed density: 1.2175
```
